# Standing-wave intensity limits above a mirror of 70 percent reflectance

## Question

I am stuck on an exercise about multilayer mirrors. It says that above a mirror of 70 percent reflectance at normal incidence, the standing-wave intensity varies between about 0.027 and 3.37 times the incident intensity. I am supposed to show this.

My attempt was to take an incident intensity of 1 and a reflected intensity of 0.70. If they add, I get 1.70, and if they cancel, I get 0.30. Neither number is the one I need.

I also don't see how 3.37 can be allowed. The two beams together carry only 1.70, so where does the rest come from? And a multilayer reflects at dozens of interfaces, so can I really treat it as one reflected wave? Finally, would a real mirror for extreme-ultraviolet lithography show a dark fringe as deep as 0.027?

## Answer

The waves interfere through their fields, so the fields must be added before anything is squared. Your 1.70 and 0.30 do have a meaning here, but neither is an extreme of the standing wave.

### What is being added

Let $z$ be the height above the top surface of the mirror, with vacuum at $z>0$. The light is monochromatic, with wavelength $\lambda$ and wave number $k=2\pi/\lambda$. I use the time factor $e^{-i\omega t}$, so $e^{-ikz}$ travels down towards the mirror and $e^{ikz}$ travels up.

The layers are taken to be flat, uniform and isotropic, and they respond linearly to the field. All the waves that leave the stack upwards, from whatever interface and after however many internal reflections, therefore have the same frequency and the same form $e^{ikz}$ in the vacuum. Their sum is one wave with one complex amplitude $r$. For an incident wave of unit amplitude,

$$E(z)=e^{-ikz}+r\,e^{ikz},\qquad r=|r|e^{i\phi}.$$

The details of the multilayer enter only through $r$.

Reflectance is a ratio of powers. Both waves travel in vacuum, where the power of a single travelling wave is proportional to its squared amplitude, so

$$R=|r|^2,\qquad |r|=\sqrt R=\sqrt{0.70}=0.83666 .$$

The reflected field is thus about 84 percent as strong as the incident field, which is why the cancellation can go much further than your 0.30.

### The intensity

"Intensity" here means the time-averaged squared electric field, divided by that of the incident wave alone. This quantity governs electric-dipole absorption, for instance in a resist. It is

$$I(z)=|E|^2=\left(e^{-ikz}+r e^{ikz}\right)\left(e^{ikz}+r^* e^{-ikz}\right).$$

Multiplying out the four terms gives

$$I(z)=1+r^*e^{-2ikz}+r\,e^{2ikz}+|r|^2 .$$

The two middle terms are complex conjugates, so their sum is twice the real part of either one. With $r e^{2ikz}=\sqrt R\,e^{i(2kz+\phi)}$,

$$I(z)=1+R+2\sqrt R\,\cos(2kz+\phi).$$

Your calculation kept $1+R$ and left out the interference term. Its amplitude is $2\sqrt R=1.67332$, almost as large as $1+R=1.70$.

The cosine runs between $-1$ and $+1$, so

$$I_{\min}=1-2\sqrt R+R=(1-\sqrt R)^2=(0.16334)^2=0.02668,$$

$$I_{\max}=1+2\sqrt R+R=(1+\sqrt R)^2=(1.83666)^2=3.3733 .$$

These are the required 0.027 and 3.37. Their product offers a quick check:

$$I_{\min}I_{\max}=\left[(1-\sqrt R)(1+\sqrt R)\right]^2=(1-R)^2=0.09,$$

and $0.02668\times3.3733$ is indeed 0.0900.

The phase $\phi$ decides where the fringes lie but does not change the extremes. Maxima occur where $2kz+\phi=2\pi m$ and minima where $2kz+\phi=(2m+1)\pi$, with $m$ an integer. Neighbouring maxima are separated by $2k\,\Delta z=2\pi$, that is, $\Delta z=\lambda/2$. A vacuum region at least $\lambda/2$ high therefore contains both extremes, whatever the phase.

Two limits help in reading the formula. As $R\to1$, the extremes tend to 0 and 4. For small $R$, they are approximately $1\pm2\sqrt R$, so even a weak reflection gives a visible standing wave: $R=0.01$ gives $0.9^2=0.81$ and $1.1^2=1.21$.

### Why 3.37 does not violate energy conservation

Over one fringe period the cosine averages to zero, so the mean of $I$ is $1+R=1.70$. That is your first number. Interference redistributes the squared field between bright and dark fringes without changing this mean.

Your second number is the net energy flux. Let the electric field point along $x$. Faraday's law then gives $dE/dz=i\omega B_y$, and since $\omega=ck$,

$$cB_y=\frac{1}{ik}\frac{dE}{dz}=-e^{-ikz}+r e^{ikz}.$$

The upward energy flux is proportional to $\mathrm{Re}(E^*cB_y)$. The incident wave alone gives $-1$, so the downward flux relative to the incident flux is

$$S=-\mathrm{Re}(E^*cB_y)=-\mathrm{Re}\left[(e^{ikz}+r^*e^{-ikz})(-e^{-ikz}+re^{ikz})\right].$$

The product in square brackets is

$$-1+r e^{2ikz}-r^*e^{-2ikz}+|r|^2 .$$

Here the middle terms are a number minus its conjugate, which is purely imaginary and drops out of the real part. What remains is

$$S=1-R=0.30$$

at every height. A bright fringe carries no more net power towards the mirror than a dark one.

The stored energy is not concentrated in the bright fringes either. Squaring $cB_y$ gives

$$|cB_y|^2=1+R-2\sqrt R\cos(2kz+\phi),$$

so the magnetic field is strong where the electric field is weak. The sum $|E|^2+|cB_y|^2=2(1+R)$ is proportional to the time-averaged energy density, and it does not depend on $z$. The value 3.37 describes the electric part alone.

### A multilayer with numbers

Take $\lambda=13.5$ nm, so $k=0.46542$ rad/nm and the fringe period is 6.75 nm. The model mirror has 40 bilayers of period 6.973 nm. Layer A is 2.789 nm thick with real index 0.92, and layer B is 4.184 nm thick with real index 1.00. B is the top layer, and the substrate has the same complex index as B.

The imaginary parts of the indices start at the round values 0.006 for A and 0.002 for B. Multiplying both by 1.156 brings the reflectance at 13.5 nm to 0.70. The reflection phase is then $\phi=-2.7609$ rad (from the unrounded thicknesses and factor; the rounded values above give $-2.7616$), and the first extremes above the surface are at

$$z_{\max}=\frac{-\phi}{2k}=\frac{2.7609}{0.93084}=2.97\ \text{nm},$$

$$z_{\min}=\frac{\pi-\phi}{2k}=\frac{5.9025}{0.93084}=6.34\ \text{nm}.$$

They are a quarter wavelength apart, as they should be. The preceding minimum would fall at $6.34-6.75=-0.41$ nm, inside the mirror, where the vacuum formula does not apply.

The treatment of the stack as a single $r$ can be tested by solving the wave equation $E''=-k^2n^2E$ numerically, where $n$ is the complex index of each layer. The solution starts as a purely downward wave in the substrate and is continued through all 80 layers into the vacuum. There, the downward part $\tfrac12[E-E'/(ik)]$ supplies the incident amplitude used for normalization.

The reflectance can be found from this solution without using the reflected amplitude. Of the incident flux, 0.29462 is absorbed in the layers and 0.00538 enters the substrate, so

$$R=1-0.29462-0.00538=0.70000 .$$

The field sampled in the vacuum has a smallest intensity of 0.02669 and a largest of 3.37331. These lie just inside the limits 0.02668 and 3.37332, as is expected when a curve is sampled at discrete heights. The mean intensity is 1.7000 and the net flux 0.3000.

### How dark is the dark fringe in practice?

The dark fringe is the small remainder of two nearly equal amplitudes, so it is delicate. Differentiating the two limits gives

$$\frac{dI_{\min}}{dR}=-\frac{1-\sqrt R}{\sqrt R}=-0.195,\qquad \frac{dI_{\max}}{dR}=\frac{1+\sqrt R}{\sqrt R}=2.195 .$$

If $R$ rises by 0.01, the minimum falls by about 0.002, which is 7 percent of its value. The maximum rises by 0.022, less than 1 percent of its value. Direct evaluation at $R=0.71$ gives 0.0248 and 3.395.

Three other effects fill in the dark fringe. I take them one at a time, leaving the other conditions ideal.

**Bandwidth.** Different frequencies do not interfere in a time average, so their intensities add. Consider a flat band of full width 2 percent, or 0.27 nm, with the layer indices held fixed across it. Near the surface, within the first 6.75 nm, the averaged intensity runs from 0.091 to 3.30. In the fringe period starting at 100 nm, it runs from 0.49 to 2.87.

Part of the loss comes from the path in vacuum. If $r$ were the same for all wavelengths, averaging $e^{2ikz}$ over a narrow band of width $\Delta k$ would multiply the interference term by

$$\frac{\sin(z\,\Delta k)}{z\,\Delta k},\qquad \Delta k\approx k\,\frac{\Delta\lambda}{\lambda}=0.0093\ \text{rad/nm}.$$

At 100 nm this factor is about 0.86, which would leave an interference amplitude of about 1.4. The computed half-range is smaller, $(2.873-0.494)/2=1.19$. The rest of the loss must come from the variation of $r$ with wavelength, since nothing else in the calculation varies.

Near the surface the vacuum factor differs from 1 by less than 0.1 percent, so with a constant $r$ the minimum there would rise by only about 0.001. The much larger computed rise therefore needs the variation of $r$. The two effects cannot simply be apportioned, because the phase shifts from $r$ and from the vacuum path add before the average is taken. The variation of $r$ matters mainly through its phase. The reflectance is 0.646 at the short-wave edge of the band and 0.713 at the long-wave edge. Even $R=0.646$ gives a minimum of only $(1-\sqrt{0.646})^2=0.039$. $R$ does not dip lower inside the band, so an average of 0.091 requires the minima of different wavelengths to lie at different heights. Letting only the phase of $r$ vary across the band gives a minimum of 0.090, while letting only $|r|$ vary gives 0.029. This is plausible for a multilayer, because $r$ is a sum of waves returned from different depths.

The edge values also show that this stack does not have its peak reflectance at 13.5 nm, since $R$ is higher at the long-wave edge than the 0.70 at the centre.

**Oblique incidence.** At an angle $\theta$ from the normal, the result depends on polarization. If the electric field is perpendicular to the plane of incidence, the incident and reflected fields are parallel and the extremes are unchanged for the same $R$. If it lies in that plane, the two field directions can be written as

$$(\cos\theta,\ \sin\theta)\quad\text{and}\quad(\cos\theta,\ -\sin\theta),$$

where the components are horizontal and vertical. Their scalar product is $\cos^2\theta-\sin^2\theta=\cos2\theta$, and this factor multiplies the interference term. At 6 degrees, with $R$ held at 0.70,

$$I_{\min}=1.70-1.67332\times0.97815=0.063 .$$

The maximum falls to 3.34. For this polarization, a tilt that changes the bright fringe by about 1 percent more than doubles the dark one. Unpolarized light averages the two cases, and its minimum is about 0.045.

**Finite thickness of the probe.** Anything that records the intensity averages over some depth $t$. Let $s$ be the distance from a minimum, where the interference term is $-2\sqrt R\cos(2ks)$. For a layer centred on the minimum,

$$\frac1t\int_{-t/2}^{t/2}\cos(2ks)\,ds=\frac{\sin(kt)}{kt},$$

so the recorded average is

$$\bar I=1+R-2\sqrt R\,\frac{\sin(kt)}{kt}.$$

This assumes a layer of index 1 that does not disturb the field. For $t=1$ nm, $kt=0.46542$ and the fraction is 0.9643, which gives $\bar I=0.086$. A layer 6.75 nm thick has $kt=\pi$. It covers one full fringe period and records 1.70, with no sign of the fringe.

### Compared with a lithography mirror

The wavelength, the bilayer period of about 7 nm, the number of bilayers and the reflectance of about 0.7 are all in the rough range of multilayer mirrors for extreme-ultraviolet lithography. The indices are round model values. The model's interfaces are perfectly sharp, and its reflectance was set by adjusting the absorption; in real mirrors, roughness and mixing at the interfaces also lower the reflectance. For ideal coherent light at normal incidence, and with diffusely scattered light neglected, the cause of the lower reflectance makes no difference to the extremes once $R$ is given. The assumption of a single wavelength matters more: in this model, a flat 2 percent band raises the minimum near the surface from 0.027 to 0.091. That figure is uncertain by about 0.01: retuning the period so that the reflectance peaks at 13.5 nm gives 0.083, and letting $1-n$ of layer A scale as $\lambda^2$ across the band gives 0.098. It also depends strongly on the bandwidth. A flat band of 0.1 percent leaves the minimum at 0.027, 1 percent gives 0.043 and 4 percent gives 0.29. I would therefore not expect a real mirror lit by a band about 2 percent wide to show a fringe as dark as 0.027, although much narrower light could come close to it. For bands up to a few percent wide, a maximum somewhat above 3 is a reasonable estimate close to the surface; still broader light can bring it below 3.

The remaining values for this example are in the numerical output below.

## Values computed for the example and the checks

```
Reflectance R: 0.70 (dimensionless)
Amplitude ratio sqrt(R): 0.83666 (dimensionless)
Minimum intensity, formula: 0.02668 x incident
Maximum intensity, formula: 3.37332 x incident
Minimum, wave equation: 0.02669 x incident
Maximum, wave equation: 3.37331 x incident
Interference term 2 sqrt(R): 1.67332 x incident
Mean intensity, wave equation: 1.7000 x incident
Net flux, wave equation: 0.3000 x incident flux
Ratio maximum/minimum: 126.4 (dimensionless)
Contrast: 0.9843 (dimensionless)
Wavelength: 13.50 nm
Wave number k: 0.46542 rad/nm
Fringe period: 6.750 nm
Number of bilayers: 40
Bilayer period: 6.973 nm
Thickness of layer A: 2.789 nm
Thickness of layer B: 4.184 nm
Real index of layer A: 0.92 (dimensionless)
Real index of layer B and substrate: 1.00 (dimensionless)
Starting kappa of A: 0.0060 (dimensionless)
Starting kappa of B: 0.0020 (dimensionless)
Common absorption factor: 1.1562 (dimensionless)
Scaled kappa of A: 0.00694 (dimensionless)
Scaled kappa of B: 0.00231 (dimensionless)
Absorbed fraction: 0.29462 of incident flux
Transmitted fraction: 0.00538 of incident flux
R from energy balance: 0.70000 (dimensionless)
Reflection phase phi: -2.7609 rad
First minimum above surface: 6.341 nm
First maximum above surface: 2.966 nm
Full bandwidth tested: 0.270 nm
R at short-wave band edge: 0.6460 (dimensionless)
R at long-wave band edge: 0.7128 (dimensionless)
Band-averaged minimum near surface: 0.0911 x incident
Band-averaged maximum near surface: 3.3036 x incident
Start of higher window: 100 nm
Band-averaged minimum in it: 0.4937 x incident
Band-averaged maximum in it: 2.8734 x incident
Angle of incidence tested: 6.0 degrees
Factor cos(2 theta): 0.97815 (dimensionless)
In-plane field, minimum: 0.0632 x incident
In-plane field, maximum: 3.3368 x incident
Probe layer thickness: 1.0 nm
Probe average at a minimum: 0.0864 x incident
Limits for R = 0.69: 0.0287, 3.3513 x incident
Limits for R = 0.71: 0.0248, 3.3952 x incident
```
